# Reductive elimination from a metal dialkyl followed with C2v symmetry

A metal dialkyl $L_n\mathrm{M}R_2$ loses its two alkyl groups as $R\text{–}R$. Before the reaction two electron pairs hold the alkyls to the metal. This problem follows those pairs by symmetry.

The metal is at the origin, the $C_2$ axis is $z$, and the metal and the two bound carbons lie in the $yz$ plane, with the carbons at $\pm y$ and $z>0$. The alkyls approach each other so that the point group stays $C_{2v}$. Its operations are $E$, $C_2$, $\sigma(xz)$, which reverses $y$, and $\sigma(yz)$, which reverses $x$. In this order the characters are $A_1=(1,1,1,1)$, $A_2=(1,1,-1,-1)$, $B_1=(1,-1,1,-1)$ and $B_2=(1,-1,-1,1)$. Lower-case labels denote orbitals. All states are closed shells described by one determinant.

## (a) The symmetry of the two bonds

**Question.** Each carbon offers one hybrid, $h_1$ at $+y$ and $h_2$ at $-y$. Which irreducible representations do they span, and which metal $d$ orbitals match them?

**Solution.** A hybrid contributes 1 to a character if the operation leaves it in place and 0 if it is moved to the other carbon. $E$ and $\sigma(yz)$ leave both in place; $C_2$ and $\sigma(xz)$ exchange them. The characters are therefore $(2,0,0,2)$. The multiplicity of $\Gamma$ is $\frac14\sum_g\chi_\Gamma(g)\chi(g)$:

$$
n_{A_1}=\tfrac14(2+2)=1,\quad n_{A_2}=\tfrac14(2-2)=0,\quad
n_{B_1}=\tfrac14(2-2)=0,\quad n_{B_2}=\tfrac14(2+2)=1 .
$$

For orthonormal hybrids the symmetry-adapted combinations are

$$
\varphi_\pm=\frac{h_1\pm h_2}{\sqrt2},\qquad \varphi_+\in A_1,\quad \varphi_-\in B_2 .
$$

Real hybrids overlap, but they can be orthogonalized with $S^{-1/2}$. The overlap matrix $S$ commutes with every symmetry operation, hence so does $S^{-1/2}$, and the labels survive.

Among the $d$ orbitals, $yz$ changes sign with $y$ and not with $x$, so it is $b_2$. Likewise $xz$ is $b_1$, $xy$ is $a_2$, and $z^2$ and $x^2-y^2$ are $a_1$, as is the metal $s$ orbital. The $b_2$ combination thus has one $d$ partner, $d_{yz}$.

This does not contradict the picture of two separate metal–carbon bonds. If $\psi_a$ and $\psi_b$ are the filled $a_1$ and $b_2$ bonding orbitals, then $(\psi_a\pm\psi_b)/\sqrt2$ are two orbitals exchanged by $C_2$, one for each bond. This change of orbitals is an orthogonal transformation among filled orbitals. It multiplies the determinant of each spin by $\pm1$ and leaves the state unchanged. The symmetric and antisymmetric pairs are the useful choice here because each carries a label that is kept along the path.

## (b) The Hamiltonian in symmetry-adapted form

**Question.** Add one metal $a_1$ orbital $a$, of energy $\varepsilon_a$, and $d=d_{yz}$, of energy $\varepsilon_d$. The hybrids have energy $\varepsilon_h$ and mutual coupling $\beta<0$. Find the one-electron Hamiltonian in the symmetry-adapted basis.

**Solution.** By symmetry $a$ couples equally to both hybrids, with $v_a$. The orbital $d_{yz}$ has opposite signs at the two carbons, so its couplings are $+v_d$ and $-v_d$. For the carbon combinations,

$$
\langle\varphi_\pm|H|\varphi_\pm\rangle=\tfrac12(\varepsilon_h+\varepsilon_h\pm2\beta)=\varepsilon_h\pm\beta .
$$

The couplings to the metal are

$$
\langle a|H|\varphi_+\rangle=\frac{v_a+v_a}{\sqrt2}=\sqrt2\,v_a,\qquad
\langle d|H|\varphi_-\rangle=\frac{v_d-(-v_d)}{\sqrt2}=\sqrt2\,v_d ,
$$

while $\langle a|H|\varphi_-\rangle=(v_a-v_a)/\sqrt2=0$ and $\langle d|H|\varphi_+\rangle=(v_d-v_d)/\sqrt2=0$.

The vanishing elements do not depend on the small basis. For any $a_1$ function $f$ and $b_2$ function $g$, $H$ is unchanged by $C_2$, so $\langle f|H|g\rangle=\langle C_2f|H|C_2g\rangle=-\langle f|H|g\rangle=0$. The Hamiltonian splits into

$$
H_{a_1}=\begin{pmatrix}\varepsilon_a&\sqrt2v_a\\ \sqrt2v_a&\varepsilon_h+\beta\end{pmatrix},\qquad
H_{b_2}=\begin{pmatrix}\varepsilon_d&\sqrt2v_d\\ \sqrt2v_d&\varepsilon_h-\beta\end{pmatrix}.
$$

As the carbons approach, $|\beta|$ grows. Then $\varphi_+$ falls and becomes the $R\text{–}R$ bonding orbital $\sigma$, while $\varphi_-$ rises and becomes the antibonding orbital $\sigma^*$.

## (c) Where each pair goes

**Question.** Find the fraction of the lower orbital of each block that lies on the metal. What becomes of it when the metal–carbon couplings vanish?

**Solution.** Both blocks have the form with metal energy $\varepsilon_m$, carbon energy $\varepsilon_c$ and coupling $W$. Put $\Delta=\varepsilon_c-\varepsilon_m$ and $R=\sqrt{\Delta^2+4W^2}$. The lower eigenvalue is $E=\frac12(\varepsilon_m+\varepsilon_c-R)$, so $E-\varepsilon_m=\frac12(\Delta-R)$. The first row of the eigenvalue equation, $(\varepsilon_m-E)c_m+Wc_c=0$, gives

$$
\frac{c_c^2}{c_m^2}=\frac{(E-\varepsilon_m)^2}{W^2}=\frac{(R-\Delta)^2}{4W^2}=\frac{R-\Delta}{R+\Delta},
$$

where the last step uses $4W^2=R^2-\Delta^2=(R-\Delta)(R+\Delta)$. With $c_m^2+c_c^2=1$ the metal share is

$$
w=c_m^2=\frac{1}{1+c_c^2/c_m^2}=\frac{R+\Delta}{2R}=\frac12\left(1+\frac{\Delta}{R}\right).
$$

Here $W=\sqrt2\,v$, so $4W^2=8v^2$ and

$$
w_b=\frac12\left[1+\frac{\Delta_b}{\sqrt{\Delta_b^2+8v_d^2}}\right],\quad \Delta_b=\varepsilon_h-\beta-\varepsilon_d ,
$$

$$
w_a=\frac12\left[1+\frac{\Delta_a}{\sqrt{\Delta_a^2+8v_a^2}}\right],\quad \Delta_a=\varepsilon_h+\beta-\varepsilon_a .
$$

When $v\to0$ the fraction $\Delta/R$ tends to the sign of $\Delta$. If $\sigma^*$ ends above $d_{yz}$, then $\Delta_b>0$ and $w_b\to1$: **the antisymmetric metal–carbon pair becomes a $d_{yz}$ pair**. If $\sigma$ ends below $a$, then $\Delta_a<0$ and $w_a\to0$: the symmetric pair becomes the $R\text{–}R$ bond. For small $v_d/\Delta_b$ the approach is quadratic, since $(1+8v_d^2/\Delta_b^2)^{-1/2}\approx1-4v_d^2/\Delta_b^2$ gives $w_b\approx1-2v_d^2/\Delta_b^2$.

Take round values $\varepsilon_h=0$, $\varepsilon_a=1.0$ eV and $\varepsilon_d=-0.5$ eV. Let $\beta$ go from $-0.3$ to $-6.0$ eV while $v_a=v_d$ falls from 1.5 eV to 0. At the start $\Delta_b=0.3+0.5=0.8$ eV and $\Delta_a=-0.3-1.0=-1.3$ eV, so

$$
w_b=\tfrac12\left[1+\frac{0.8}{\sqrt{0.64+18}}\right]=0.593,\qquad
w_a=\tfrac12\left[1-\frac{1.3}{\sqrt{1.69+18}}\right]=0.354 .
$$

At the end $w_b=1$ and $w_a=0$. Diagonalizing the original four-orbital matrix, without forming $\varphi_\pm$, gives the same shares at twelve points along this path.

The metal holds $2(w_a+w_b)$ electrons of the two pairs: 1.892 at the start and 2.000 at the end. Formal counting assigns both bonding pairs to carbon in the dialkyl and the $d_{yz}$ pair to the metal in the product, so it reports $d^n\to d^{n+2}$. The oxidation state changes by two, but in this example the net flow to the metal is only about 0.11 electrons. The flow would approach two if both pairs began almost wholly on carbon. The metal gains in the $b_2$ pair and loses in the $a_1$ pair.

## (d) When the ground state follows this route

**Question.** Part (c) followed the lower orbital of each block. Under what conditions are these orbitals still the filled ones in the product ground state, and what happens otherwise?

**Solution.** With $v=0$ the four levels are $\varepsilon_h+\beta$ ($\sigma$, $a_1$), $\varepsilon_d$ ($b_2$), $\varepsilon_a$ ($a_1$) and $\varepsilon_h-\beta$ ($\sigma^*$, $b_2$). Two pairs fill the two lowest. With $\sigma$ lowest, the product is $R\text{–}R$ plus a $d_{yz}$ pair if

$$
\varepsilon_d<\varepsilon_h-\beta\qquad\text{and}\qquad \varepsilon_d<\varepsilon_a .
$$

These conditions fail in different ways.

*The $d$ level lies above $\sigma^*$.* With $\varepsilon_d=8.0$ eV, $\varepsilon_a=9.0$ eV and the same $\beta$ and $v$, the $b_2$ share goes from 0.062 to 0. The pair ends in $\sigma^*$. Both $\sigma$ and $\sigma^*$ are then filled, and no net carbon–carbon bond forms. One $b_2$ level is filled at both ends, so counting labels does not reveal this failure; the energy order within the $b_2$ block is needed as well.

*The metal $a_1$ level lies below $d$.* With $\varepsilon_a=-1.5$ eV and $\varepsilon_d=0.5$ eV, the lower $b_2$ orbital still turns into $d_{yz}$, but it is empty in the product ground state. The number of filled $b_2$ levels falls from 1 to 0. Since the levels change continuously, the filled $b_2$ level must cross the empty $a_1$ level. Within $C_{2v}$ no one-electron coupling joins them, and the reactant configuration leads to an excited product. The path is symmetry-forbidden.

If a distortion introduces a coupling $k$ between the crossing levels, their common energy $E_0$ splits into $E_0\pm k$, the eigenvalues of $\begin{pmatrix}E_0&k\\k&E_0\end{pmatrix}$. The crossing becomes a gap of $2|k|$. Not every distortion does this. The characters of $a_1$ and $b_2$ differ under $C_2$ and $\sigma(xz)$, so either operation alone keeps the two apart. They agree under $\sigma(yz)$, so a distortion that leaves only this plane lets them mix.

Read backwards, the allowed route is oxidative addition. The filled $d_{yz}$ orbital gives electrons to $\sigma^*$, and the $\sigma$ bond gives electrons to the empty metal $a_1$ orbital. Both transfers weaken the $R\text{–}R$ bond.

## (e) Counting electrons in a full calculation

**Question.** A real molecule has many filled orbitals. Express the number of electrons of each symmetry through the density matrix, and state what this number does along an allowed path.

**Solution.** For a one-dimensional representation of this four-element group the projector is $P_\Gamma=\frac14\sum_g\chi_\Gamma(g)\hat R_g$. Expand the filled orbitals as $\psi_i=\sum_\mu\chi_\mu C_{\mu i}$ and write $\hat R_g\chi_\mu=\sum_\nu\chi_\nu(R_g)_{\nu\mu}$. Then $\langle\psi_i|\hat R_g\psi_i\rangle=(C^\dagger SR_gC)_{ii}$. With two electrons per orbital and $D=2CC^\dagger$, cyclic permutation under the trace gives

$$
N_\Gamma=2\sum_i\langle\psi_i|P_\Gamma|\psi_i\rangle=\frac14\sum_g\chi_\Gamma(g)\,\mathrm{Tr}(SR_gD).
$$

For a symmetric closed-shell determinant each $N_\Gamma$ is an even integer. If the determinant changes continuously, an integer cannot change, so $N_\Gamma$ is constant. At large separation it is the sum of the values for the products. A mismatch between the two ground states therefore signals a crossing.

## (f) Dimethylpalladium

**Question.** Apply this to $\mathrm{Pd(CH_3)_2\to Pd+C_2H_6}$. Do the labels match, and do the pairs move as in part (c)?

**Solution.** The level of theory is the PBE0 functional, with the LANL2DZ basis and core potential on Pd and 6-31G on the light atoms. The orbitals are not forced to have $C_{2v}$ symmetry. Electron numbers are listed in the order $a_1,a_2,b_1,b_2$, without the core replaced by the potential.

Separately computed, the Pd atom has $(8,2,4,4)$ and eclipsed ethane has $(8,2,2,6)$, with sum $(16,4,6,10)$. The same numbers are found at all five geometries between dialkyl and products. The ten $b_2$ electrons of the products are six in ethane, two in Pd $4p_y$ and two in $d_{yz}$. At each geometry the filled orbitals lie below the empty ones, with orbital gaps from 3.04 to 4.62 eV. The closed-shell configuration thus keeps its symmetry labels at the sampled points; states of other spin were not compared with it along the path.

To find the metal share of a pair without relying on a particular set of orbitals, take the filled orbitals in an orthogonalized atomic basis and keep the metal rows of one symmetry, $C_M$. A normalized mixture $c$ of filled orbitals has metal share $c^\dagger C_M^\dagger C_Mc$. Its stationary values are the eigenvalues of $C_M^\dagger C_M$, the squared singular values of $C_M$. In $b_2$ the largest belongs to $4p_y$ and the second is $w_b$. In $a_1$ the first four belong to $4s$, $4p_z$ and two $d$ pairs, and the fifth is $w_a$.

| C–C (nm) | Pd–C (nm) | $w_a$ | $w_b$ | $d_{yz}$ electrons |
|---|---|---|---|---|
| 0.283 | 0.200 | 0.27 | 0.66 | 1.34 |
| 0.250 | 0.201 | 0.24 | 0.71 | 1.46 |
| 0.218 | 0.233 | 0.17 | 0.90 | 1.82 |
| 0.185 | 0.301 | 0.06 | 0.99 | 2.00 |
| 0.153 | 0.407 | 0.02 | 1.00 | 2.00 |

The $b_2$ pair moves onto the metal and the $a_1$ pair leaves it. With the bond order taken as the sum of squared density-matrix elements between two atoms in the orthogonalized basis, the Pd–C bond order falls from 1.11 to 0.03, while the C–C bond order rises from 0.20 to 1.10. The metal part of the two pairs changes from $2(0.269+0.659)=1.86$ to $2(0.019+0.998)=2.03$ electrons, a gain of about 0.2. The $b_2$ gain of $2(0.998-0.659)=0.68$ is largely offset by the $a_1$ loss of $2(0.269-0.019)=0.50$. These populations depend on the basis and on the way it is orthogonalized. With def2-TZVP, $w_a$, $w_b$ and the Pd–C bond order are 0.22, 0.65 and 1.23 at the first geometry and 0.14, 0.88 and 0.65 at the third. The opposite directions of the two pairs are the result here. The small net gain is a difference of larger changes and belongs to this choice of populations; neither its size nor its sign should be read as a property of the molecule.

Relative to the first geometry, the energies at the five points are 0, 0.33, 1.38, 0.73 and $-0.02$ eV. The value 1.38 eV is not an activation energy: the geometries were prescribed, not relaxed. It also depends on the basis and becomes 1.46 eV with def2-TZVP. It does show that a path may be symmetry-allowed and still run uphill.

## (g) What the bare, symmetric molecule leaves out

**Question.** Palladium dimethyls are handled with supporting ligands such as chelating diamines. How do ligands, lost symmetry, methyl rotation, other spin states and temperature affect the conclusions?

**Solution.** Two ammonia molecules can stand in for the diamine, with Pd–N 0.220 nm and N–Pd–N $90^\circ$. These distances, and Pd–C 0.200 nm, are roughly typical of such complexes; a real chelate also has a carbon backbone, which the model omits. The complex has $(24,6,8,18)$ electrons. $\mathrm{Pd(NH_3)_2}$ has $(16,4,6,12)$, and adding ethane, $(8,2,2,6)$, restores the first set. The $d_{yz}$ population rises from 1.33 to 1.94. The labels of the two end points thus still match with these ligands, and the $d_{yz}$ pair still forms. The path between them was not computed for the complex.

The energy does not carry over. At fixed geometries the reaction energy is 0.05 eV (5 kJ/mol) for bare Pd and 1.13 eV with the two ammonias, a shift of 1.08 eV. In the second case the ammonias stay at $90^\circ$ after ethane has left. Relaxation would lower reactants and products by amounts not computed here, so neither value predicts the stability of a real precursor. Even the sign for bare Pd is unsettled: turning the ethane from eclipsed to staggered lowers the products by 0.14 eV and changes the result to about $-0.09$ eV, while the larger def2-TZVP basis raises the eclipsed value from 0.05 to 0.26 eV, a shift of about 0.2 eV in the other direction. The value with ammonia was not repeated in the larger basis.

That turn need not spoil the labels. If the methyls rotate by equal and opposite angles about the C–C line, $C_2$ survives, and by part (d) the $a_1$ and $b_2$ pairs remain distinct.

A distortion that does remove $C_2$ was tried at the third geometry. One methyl was moved 0.010 nm along its own axis, mostly away from the other. The energy rose by 0.20 eV, but the $d_{yz}$ population changed by $-0.02$ electrons. The strict labels are lost, while the $d_{yz}$ population, as counted here, hardly changes for this one small displacement. Larger distortions were not tried.

At the starting geometry the lowest triplet lies 1.99 eV above the singlet, from time-dependent density-functional theory in the Tamm–Dancoff approximation. At 400 K, $kT=0.0345$ eV, smaller by a factor of about 58, so thermal population of this triplet is negligible there. A self-consistent unrestricted triplet gives 2.18 eV at this geometry. The triplet was not followed along the path, and the gap is smaller on the product side: 0.85 eV for the free Pd atom at the same level.

Spin–orbit coupling, solvent and vibrations are left out, and the larger basis enters only in the few comparisons quoted. A real complex may also lose a ligand or react by another mechanism before the alkyls couple. The orbital argument then has to be repeated for the species that actually eliminates, with its own electron count and symmetry. The values used in parts (c) to (g), apart from the def2-TZVP and unrestricted-triplet comparisons, are collected in the numerical output below.

## Calculated quantities

```
hybrid characters (E, C2, s_xz, s_yz): 2 0 0 2
hybrid irreps: a1 b2
model, eV: e_h = 0, beta -0.3 to -6.0, v_a = v_d 1.5 to 0
 allowed: e_a=1.0 e_d=-0.5 eV; metal share a1 0.354->0.000, b2 0.593->1.000; filled b2 levels 1->1
 d above sigma*: e_a=9.0 e_d=8.0 eV; metal share a1 0.045->0.000, b2 0.062->0.000; filled b2 levels 1->1
 empty a1 below d: e_a=-1.5 e_d=0.5 eV; metal share a1 0.636->0.000, b2 0.476->1.000; filled b2 levels 1->0
 allowed: metal electrons in the two pairs 1.892->2.000
electrons in a1, a2, b1, b2 (Pd small core removed):
 Pd atom: 8 2 4 4 ; eclipsed ethane: 8 2 2 6
start: Pd-C 0.200 nm, C-Pd-C 90 deg; end: C-C 0.153 nm, Pd to C-C midpoint 0.400 nm
path: t | C-C nm | Pd-C nm | E-E(0) eV | gap eV | share a1 | share b2 | d_yz electrons | order Pd-C | order C-C
 0.00 | 0.283 | 0.200 | 0.00 | 4.57 | 0.269 | 0.659 | 1.338 | 1.113 | 0.197
 0.25 | 0.250 | 0.201 | 0.33 | 4.62 | 0.240 | 0.713 | 1.459 | 1.025 | 0.301
 0.50 | 0.218 | 0.233 | 1.38 | 4.05 | 0.170 | 0.900 | 1.817 | 0.599 | 0.641
 0.75 | 0.185 | 0.301 | 0.73 | 3.32 | 0.063 | 0.993 | 1.998 | 0.145 | 1.003
 1.00 | 0.153 | 0.407 | -0.02 | 3.04 | 0.019 | 0.998 | 1.997 | 0.033 | 1.099
 irrep electrons at every path point: 16 4 6 10
 t=0.75, reactant-side minus product-side start: 5.4e-08 eV (magnitude)
fixed-geometry reaction energy, bare Pd: 0.05 eV = 5 kJ/mol
same with two NH3 (Pd-N 0.220 nm, 90 deg): 1.13 eV
 irrep electrons, complex: 24 6 8 18 ; Pd(NH3)2: 16 4 6 12
 d_yz electrons with NH3: 1.330 -> 1.944
C2v broken at t=0.50 (one CH3 moved 0.010 nm): energy change 0.199 eV, d_yz change -0.022 electrons
eclipsed minus staggered ethane: 0.141 eV
lowest triplet above singlet at t=0 (TDA): 1.99 eV
thermal energy kT at 400 K: 0.0345 eV
calculations that needed the second-order solver: 0
```
